Comment on taking vanishing broadening for the dc conductivity of closed samples

**The argument under review**

The argument runs as follows. "The Kubo formula contains a positive rate η that is sent to zero at the end. We diagonalize a disordered lattice and know all its levels. The broadening is therefore a numerical nuisance, and the best dc conductivity is obtained with the smallest η that the arithmetic tolerates."

The first sentence is correct for an infinite system. The conclusion does not follow for a finite one. Two questions have to be separated: what does the formula describe at fixed volume when η becomes small, and which values of η, if any, reveal the conductivity of the material?

**What η means in a closed sample**

Take independent electrons of charge q in a fixed volume V, with nondegenerate levels E_n and Fermi occupations f_n at temperature T. There is no bath and no electron interaction. A uniform force F(t) = F₀ exp(ηt) along x is switched on from the distant past. Write Γ = ħη, and define σ as the volume-averaged current density induced by the force, divided by the field F/q. Any current already present without the force is subtracted.

Describe the force by a uniform wavenumber shift κ in the hopping phases, with ħ dκ/dt = F. Integration from the distant past gives a shift

δκ = F/(ħη).

The velocity operator is v = (1/ħ)∂H/∂κ, and M = (1/ħ²)∂²H/∂κ² is the inverse-mass operator. To first order the Hamiltonian changes by ħv δκ and the velocity operator by ħM δκ.

The density matrix obeys iħ dρ/dt = [H, ρ]. Its first-order part grows as exp(ηt), so the time derivative gives a factor η. With E_nm = E_n − E_m,

iΓ δρ_nm = E_nm δρ_nm + ħδκ v_nm (f_m − f_n),

δρ_nm = ħδκ v_nm (f_m − f_n)/(iΓ − E_nm).

The mean velocity changes through both the operator and the state:

δ⟨v⟩ = ħδκ [Σ_n f_n M_nn + Σ_nm |v_nm|² (f_m − f_n)/(iΓ − E_nm)].

In the double sum, average each term with the one in which n and m are exchanged. Since |v_nm|² is symmetric, the remaining factor becomes

½(f_m − f_n)[1/(iΓ − E_nm) − 1/(iΓ + E_nm)]
= −(f_m − f_n)E_nm/(E_nm² + Γ²).

Define w_nm = (f_m − f_n)/E_nm for n ≠ m, and its limit w_nn = −f′(E_n), which is positive. The factor is then

−w_nm E_nm²/(E_nm² + Γ²) = −w_nm + w_nm Γ²/(E_nm² + Γ²).

The diagonal terms may be included, because the left side vanishes for n = m. Using ħδκ = F/η, σ = q²δ⟨v⟩/(VF) and Γ²/η = ħΓ, we obtain

σ(η) = K/η + σ_KG(Γ),

K = (q²/V)[Σ_n f_n M_nn − Σ_nm |v_nm|² w_nm],

σ_KG(Γ) = (ħq²/V) Σ_nm |v_nm|² w_nm Γ/(E_nm² + Γ²).

The second term is the Kubo–Greenwood sum with a Lorentzian of half-width Γ. In this setting Γ is not an arbitrary smoothing parameter: it is ħ times the rate at which the force is applied.

The first term also has a physical meaning. Let Ω be the grand potential. Its first derivative is ∂Ω/∂κ = Σ_n f_n ∂E_n/∂κ. A second derivative gives

∂²Ω/∂κ² = Σ_n [f_n ∂²E_n/∂κ² + f′(E_n)(∂E_n/∂κ)²].

Perturbation theory supplies ∂E_n/∂κ = ħv_nn and

∂²E_n/∂κ² = ħ²M_nn + 2ħ² Σ_{m≠n} |v_nm|²/(E_n − E_m).

Exchanging labels in the last sum, weighted by f_n, turns it into −ħ² Σ_{n≠m} |v_nm|² w_nm. The term with f′ supplies the missing diagonal part. Hence K = (q²/ħ²V) ∂²Ω/∂κ².

The complete response formula was tested against real-time evolution of an eight-site chain. At Γ = 0.4t, where t is the hopping energy, an open chain gives 0.2168 both ways. A ring with a phase gives 0.6028 both ways, in units q²a/ħ with a the lattice spacing. For the ring K/η is −0.480/0.4 = −1.20, so the agreement would be lost without K.

**The limit asked for by the argument**

Consider first hard walls at the two ends in x. A position-dependent phase exp(iκx) of the wave functions removes a uniform κ from the Hamiltonian. Thus Ω does not depend on κ, and K = 0. The velocity is v = (i/ħ)[H, x], so

v_nm = (i/ħ)E_nm x_nm,  |v_nm|² = E_nm²|x_nm|²/ħ².

Insert this in σ_KG, with Γ = ħη:

σ_wall = (ηq²/V) Σ_{n≠m} |x_nm|² w_nm E_nm²/(E_nm² + Γ²).

Once Γ is far below all relevant level differences, the last fraction tends to one:

σ_wall → ηα/V,  α = q² Σ_{n≠m} |x_nm|² w_nm.

Here α is the static polarizability with the occupation of each level held fixed. To see this, apply −Fx. The position in level n changes by 2F Σ_{m≠n} |x_nm|²/(E_m − E_n); multiplying by f_n and exchanging labels reproduces the sum in α, apart from q². A finite-field diagonalization of the open chain, for which V is the length, gives α/V = 0.67898 q²a/t, equal at the printed precision to the small-η response.

The vanishing result is therefore correct, but it answers another question. A slowly applied force displaces charge until the sample is polarized. The current is the rate of change of that polarization, and it vanishes with the switching rate even if the material is a good metal.

Now close the sample into a torus. Without a twist or magnetic field, H can be chosen real and v is i times a real antisymmetric matrix. For real eigenstates v_nn = 0, so σ_KG again vanishes linearly at sufficiently small Γ. The full response still contains K/η, which diverges if K is nonzero, with the sign of K.

A generic twist, meaning a fixed phase acquired around the torus, permits v_nn ≠ 0. The diagonal terms then give

σ_KG → (ħq²/VΓ) Σ_n |v_nn|² w_nn.

This diverges. The full coefficient of 1/η is K plus (q²/V) Σ_n |v_nn|² w_nn. It describes the adiabatic motion of individual levels with phase, not a resistive steady state. The same interior material can thus give a vanishing or a diverging σ_KG, depending on how its surface is joined. Neither limit is its dc conductivity.

**Where the level spacing enters**

For a macroscopic conductor the order is V → ∞ first and η → 0 second. The first limit turns the sum over final levels into an integral while Γ is still finite. To imitate this order in a finite sample, many levels should lie inside the Lorentzian. That is not sufficient by itself: walls and localization impose further conditions, as shown below.

A solvable guide is a set of levels with equal spacing Δ and smooth |v_nm|². Put γ = Γ/Δ. The periodic function

S(s) = Σ_m (γ/π)/[(s − m)² + γ²]

has Fourier coefficients exp(−2πγ|k|), since these are the Fourier transform of one Lorentzian at integer k. At s = 0 the geometric series gives

S(0) = 1 + 2 Σ_{k≥1} exp(−2πγk) = coth(πγ).

An integral in place of the sum would give one. With the diagonal term present, the ratio to the integral is coth(πγ). If that term vanishes, we subtract its value 1/(πγ) and get

coth(πγ) − 1/(πγ).

For γ ≫ 1 both expressions approach one. For γ ≪ 1 the first becomes 1/(πγ) and the second πγ/3. The two expressions differ by 1/(πγ), which is still about 10% at γ = 3. The closures therefore begin to separate while several levels lie inside the Lorentzian, and they go opposite ways once the individual levels are resolved.

The strength of the twisted divergence does not require equal spacing. Define the thermal mean spacing by 1/Δ = Σ_n w_nn, and suppose that diagonal and nearby off-diagonal elements have the same mean square v̄². Replacing the sum over final levels by an integral gives the plateau estimate

σ₀ = πħq²v̄²/(VΔ²).

The diagonal contribution is ħq²v̄²/(VΔΓ). Its ratio to σ₀ is Δ/(πΓ).

**A metal with three closures**

The test case is a cubic Anderson lattice, spinless, with site energies uniformly distributed over a width W = 8t. The chemical potential is zero and k_BT = 0.5t. Five disorder realizations with 9³ = 729 sites are each closed in three ways: a torus, a torus with phase π/2 around each direction, and a slab with walls in x and periodic y and z. The thermal mean spacing is Δ = 0.0144t.

The averages of σ_KG, in units q²/(ħa), include these values:

Γ = 0.0002t: torus 0.0042, twisted 1.48, walls 0.00012
Γ = 0.01t: torus 0.047, twisted 0.074, walls 0.0054
Γ = 0.05t: torus 0.064, twisted 0.068, walls 0.020
Γ = 0.3t: torus 0.070, twisted 0.070, walls 0.044
Γ = 5t: torus 0.035, twisted 0.035, walls 0.031

At the smallest Γ the twisted result exceeds the untwisted one by a factor of about 350. From 0.05t to 0.3t, or about 3.5Δ to 21Δ, the two tori nearly agree. Over the four sampled points in that window the ratio of largest to smallest value is 1.09 for the torus and 1.03 for the twisted torus. Their means are 0.068 and 0.069. The standard error of the first, from five realizations, is 0.002.

For q = e and a = 0.3 nm, the torus plateau is 5.5 × 10⁴ S/m. This is an estimate for one spin species in this model. It is not yet the dc limit. In three dimensions weak localization adds to the bulk response a term (q²/4π²ħ)√(η/D) per spin species, with D the diffusion constant. With D ≈ 0.7 ta²/ħ (found below) this is 0.007 at Γ = 0.05t and 0.016 at 0.3t. The flat stretch is this rise balanced against the fall at large Γ. A 24³ torus has the same window mean, 0.068, but still drops from 0.070 at 0.3t to 0.064 at 0.02t, where Δ/(πΓ) is only 1%. Extrapolation in √Γ gives about 0.060, or 4.9 × 10⁴ S/m, so the plateau lies some 13% above the dc value.

At Γ = 0.0002t, the predicted diagonal enhancement is

Δ/(πΓ) = 0.01435/(π × 0.0002) = 22.8.

Multiplication by the twisted plateau 0.0695 gives 1.59, against the measured 1.48; their ratio is 0.93. The equal-spacing guide predicts a torus-to-twisted ratio of 1 − tanh(πγ)/(πγ). At Γ = 0.02t this is 0.77, while the spectra give 0.82. At 0.1t the numbers are 0.95 and 0.98. The guide identifies the correct scale, but it is not a quantitative law for disordered levels.

The term K/η also needs attention. At Γ = 0.1t its largest magnitude among the untwisted samples is 0.7% of the mean σ_KG. It can be neglected there at the accuracy of this estimate. But it grows as 1/Γ: at 0.0002t the same K gives

0.00694 × 0.0678 × (0.1/0.0002) = 0.24,

which is more than three times the plateau. At that Γ the small untwisted σ_KG can therefore be far from the full response of an individual sample. K is not reported for the twisted samples, whose column represents σ_KG alone.

A smaller torus probes the lower edge. For 6³ sites, averaged over 40 realizations, Δ = 0.0486t. Let the edge be the Γ at which σ_KG reaches half the plateau of the larger torus. It moves from 0.0045t for L = 9a to 0.0113t for L = 6a. The edge ratio is 2.5, whereas the volume ratio is 3.4. The edge does move upward in the smaller sample, but these data do not establish proportionality to Δ. With so few large samples the edge ratio scatters by about 0.5 between sets of realizations, so it cannot decide between scaling with the volume and scaling with the squared length, for which the ratio would be 2.25. The lesson is to keep Γ well above Δ, not to treat a fixed multiple of Δ as a universal threshold.

**Why walls require a stronger condition**

The slab has no plateau at the torus value, even where Γ is many times Δ. Charge accumulating at its ends drives a diffusion current back. Let δn be the excess particle density and j the particle current density. For a slowly growing response,

ηδn = −dj/dx,

j = σ₀F/q² − D dδn/dx.

Differentiate the first equation and insert dδn/dx = −j″/η in the second:

j = σ₀F/q² + (D/η)j″.

The current vanishes at x = ±L/2. With k = √(η/D), the even solution is

j = (σ₀F/q²)[1 − cosh(kx)/cosh(kL/2)].

Its average over the length L gives

σ_wall/σ₀ = 1 − tanh(y)/y,  y = (L/2)√(η/D).

To obtain D, use the static equilibrium of a macroscopic sample at fixed temperature: j = 0 and δn = (∂n/∂μ)Fx. The current equation then requires σ₀ = q²D ∂n/∂μ. Here ∂n/∂μ = Σ_n w_nn/V = 1/(VΔ), so

D = σ₀VΔ/q² = 0.06803 × 729 × 0.01435 = 0.712 ta²/ħ.

At Γ = 0.1t, 0.2t and 0.3t, the measured wall-to-torus ratios are 0.44, 0.56 and 0.63. The diffusion law, with D taken from the torus value at each Γ, gives 0.45, 0.58 and 0.65. This supports charge accumulation as the cause of the reduction.

The approach to bulk behaviour is slow. For large y the relative deficit is 1/y = 2√(D/η)/L. In this continuum law a deficit of 10% requires y = 10, hence

Γ = 400ħD/L² = 400 × 0.00879t = 3.5t.

That lies beyond the measured plateau window, and for so thin a slab the continuum law itself fails there. Nine sites in x are joined by only eight bonds, so the current averaged over nine sites keeps a deficit of roughly one ninth however large Γ becomes. The measured deficit at Γ = 5t is still 12%. A thicker slab is needed, not only a larger Γ. At Γ = 0.3t, the continuum law gives a deficit of 10% for L = 20√(0.712/0.3) a ≈ 31a. In this slab the slowest diffusion mode has ħ times its rate equal to π²ħD/L² = 0.087t, about 6Δ. The wall correction remains large well above that scale too, because in the continuum law the deficit falls no faster than the inverse square root of Γ.

**The upper edge and a case without a plateau**

Γ cannot be increased indefinitely. In a simple relaxation model,

dj/dt = −j/τ + σ₀F/(q²τ).

For exponential growth the left side is ηj, so σ = σ₀/(1 + ητ). A force that grows within one scattering time leaves no time for the steady current to form. The torus falls to 95% of its plateau mean at Γ = t and to 52% at 5t. One value of τ does not fit both: the second point implies ħ/τ ≈ 5t, which would give about 84% at Γ = t. The model explains the direction of the effect, not the full curve.

Nor does Γ > Δ by itself establish metallic conduction. In a localized system, levels far apart in space may be close in energy but have negligible velocity elements between them. Adding distant sites reduces Δ without supplying useful final states.

Disordered rings of 700 sites with W = 4t show the consequence. Their mean spacing is 0.0092t. From Γ = 0.02t to 0.2t, or about 2Δ to 22Δ, σ_KG rises from 0.068 to 0.246 q²a/ħ, a factor of 3.6 in this average over two rings; larger sets of realizations give about 3.3. At the lower point the equal-spacing deficit would be only about 15%, too small to account for that change. The cubic torus rises by about a quarter over the same interval of Γ. At larger Γ the ring curve passes through a broad maximum near 0.5t, although these localized rings have no dc conductivity. A flat stretch far above Δ is therefore not proof of a plateau unless it extends downward in Γ as the sample grows.

**Recommendation**

The argument should replace "the smallest possible η" by a scan over η. For a diffusive metal on a torus, the useful window is

Δ ≪ Γ ≪ ħ/τ.

Inside this window a strongly disordered metal keeps a slope proportional to √Γ from weak localization, and the dc value then requires extrapolation in √Γ from a sample large enough to resolve it. With walls, Γ must also be large enough to make the diffusion correction small. If the walls are what closes the window, joining the same sample into a torus removes the diffusion correction. If Δ is not well below ħ/τ, a larger metallic sample supplies the missing levels; a smaller η cannot. A value should be reported as a conductivity estimate after its stability has been checked against broadening, volume and boundary condition, with K/η included or shown to be small. The full scan is given in the numerical output.

Table of computed values

```
Units: energy t; sigma q^2/(hbar a); D t a^2/hbar
Small chains: N=8, kT=0.1 t, Gamma=0.4 t
walls: time evolution 0.21684, formula 0.21683
  curvature K = -4.441e-16 t q^2/(hbar^2 a)
ring: time evolution 0.60279, formula 0.60279
  curvature K = -4.798e-01 t q^2/(hbar^2 a)
alpha/V, finite field: 0.67898 q^2/(t a)
alpha/V, small-eta response: 0.67898 q^2/(t a)
3D: L=9 a, W=8.0 t, kT=0.5 t, samples=5
Mean level spacing Delta = 0.01435 t
Gamma/t   torus    twisted    walls   [sigma units]
 0.0002   0.00418   1.48218   0.00012
 0.0010   0.01401   0.30492   0.00058
 0.0020   0.02185   0.16422   0.00116
 0.0040   0.03225   0.10121   0.00229
 0.0070   0.04149   0.07992   0.00391
 0.0100   0.04714   0.07365   0.00544
 0.0150   0.05285   0.07017   0.00781
 0.0200   0.05631   0.06900   0.00997
 0.0300   0.06036   0.06831   0.01376
 0.0500   0.06421   0.06830   0.01979
 0.1000   0.06781   0.06913   0.02956
 0.2000   0.06987   0.07014   0.03942
 0.3000   0.07023   0.07032   0.04438
 1.0000   0.06469   0.06469   0.05079
 5.0000   0.03506   0.03506   0.03079
Torus plateau mean, Gamma 0.05-0.3 t: 0.06803
Standard error of that mean: 0.00229
Twisted plateau mean: 0.06947
Plateau max/min: torus 1.094, twisted 1.030
Torus plateau for a=0.3 nm: 5.520e+04 S/m
Largest |K/eta|/sigma at Gamma=0.1 t: 6.94e-03
Diagonal divergence / predicted: 0.934
Torus/twisted ratio: measured, equal-spacing guide
  Gamma=0.02 t: 0.816, 0.772
  Gamma=0.05 t: 0.940, 0.909
  Gamma=0.10 t: 0.981, 0.954
Diffusion constant D = 0.712 t a^2/hbar
Diffusion scale hbar D/L^2 = 0.00879 t
Walls/torus ratio: measured, diffusion law
  Gamma=0.1 t: 0.436, 0.447
  Gamma=0.2 t: 0.564, 0.583
  Gamma=0.3 t: 0.632, 0.654
L=6 a, samples=40: Delta=0.04863 t
Half-plateau Gamma: L=9 0.00445 t, L=6 0.01130 t
Edge ratio 2.539; volume ratio 3.375
Localized rings: N=700, W=4.0 t, Delta=0.00916 t
Ring sigma: Gamma=0.02 t 0.06810, 0.2 t 0.24611 q^2 a/hbar
```
